# Charge Collection from Carriers Created at One Electrode of a Trapping Film

## Problem

A film of thickness $L$ and permittivity $\varepsilon$ lies between wide parallel electrodes held at a constant voltage $V$. At time zero, $N$ mobile carriers are created in a thin layer at the electrode $x=0$. They drift towards the collector at $x=L$, and some are trapped on the way. The collection efficiency $\eta$ is the charge that passes through the external circuit, divided by the charge $qN$ of the carriers created.

Take the carriers as positive, $q>0$; for electrons, reverse the signs of all charges and of the field. Assume the following:

- The pulse is small, so the field $E=V/L$ is uniform.
- The mobility $\mu$ and the capture time $\tau$ are constant, and the drift velocity is $v=\mu E$.
- A trapped carrier stays trapped during the measurement.
- Diffusion and loss at the starting electrode are neglected. The partners of opposite sign start at their own electrode and travel no distance.

(a) What charge passes through the circuit when one carrier moves by $\Delta x$ inside the film?

(b) Let $\lambda$ be the mean drift length before trapping in an unbounded film. Find $\eta$ as a function of $\lambda/L$.

(c) Evaluate $\eta$ for $\lambda=L$. How much comes from carriers that reach the collector, and how much from carriers that do not? Does any other $\lambda/L$ give the same efficiency?

(d) Apply the result to electrons in a diamond film with $L=100$ µm, $V=10$ V, $\mu=1000$ cm²/Vs and $\tau=10$ ns, for $10^5$ electrons created over 0.01 cm² at 300 K.

## Hints

1. For (a), replace the carrier by a uniformly charged sheet. Gauss's law fixes the step of the field at the sheet, and the voltage fixes the integral of the field.
2. For (b), find the probability $S(x)$ that a carrier is still free after a drift $x$. Then average the displacement, which ends at a trap or at the collector.
3. For (c), keep the two kinds of carrier apart, and look at the sign of $d\eta/d(\lambda/L)$.

## Solution

### (a) Charge in the circuit

Put a sheet of charge $\sigma$ per area at $x$. Let $E_1$ be the field on its left and $E_2$ the field on its right, both counted positive towards the collector. Gauss's law and the fixed voltage give

$$E_2-E_1=\frac{\sigma}{\varepsilon},\qquad E_1x+E_2(L-x)=V.$$

Insert $E_1=E_2-\sigma/\varepsilon$ into the second equation:

$$E_2L-\frac{\sigma x}{\varepsilon}=V\quad\Rightarrow\quad E_2=\frac{V}{L}+\frac{\sigma x}{\varepsilon L}.$$

The field at the collector points into the metal, so the metal surface carries the charge per area

$$\Sigma=-\varepsilon E_2=-\frac{\varepsilon V}{L}-\sigma\frac{x}{L}.$$

When the sheet advances by $\Delta x$, $\Sigma$ falls by $\sigma\Delta x/L$. This positive charge leaves the collector through the external circuit. A uniform sheet consists of equivalent carriers, and the charges they induce add, so each carrier contributes

$$\Delta Q=q\,\frac{\Delta x}{L}.$$

Current therefore flows while carriers move, before any of them arrives. A carrier trapped halfway contributes $q/2$. The efficiency is the mean displacement divided by $L$.

### (b) Trapping and the mean displacement

Free carriers are captured at the rate $1/\tau$ each:

$$\frac{dn}{dt}=-\frac{n}{\tau}\quad\Rightarrow\quad n=Ne^{-t/\tau}.$$

A free carrier is at $x=vt$, so the probability that it has survived to $x$ is

$$S(x)=e^{-x/(v\tau)}.$$

The probability of capture between $x$ and $x+dx$ is $-S'(x)\,dx$. In an unbounded film the mean drift length is, after integration by parts,

$$\int_0^\infty x\,(-S')\,dx=\big[-xS\big]_0^\infty+\int_0^\infty S\,dx=v\tau.$$

Hence $\lambda=v\tau=\mu\tau E$ and $S=e^{-x/\lambda}$.

In the film, a carrier trapped at $x<L$ has moved by $x$, and one that arrives has moved by $L$. The mean displacement is

$$\langle x\rangle=\int_0^L x\,(-S')\,dx+L\,S(L).$$

Integration by parts turns the first term into $-L\,S(L)+\int_0^L S\,dx$. The boundary terms cancel:

$$\eta=\frac{\langle x\rangle}{L}=\frac1L\int_0^L S(x)\,dx.$$

This form does not need an exponential $S$; it needs one-way motion and permanent capture. With $S=e^{-x/\lambda}$ it gives the Hecht formula,

$$\boxed{\eta=\frac{\lambda}{L}\left(1-e^{-L/\lambda}\right)}$$

The current leads to the same result. At time $t$ it is $i=(qNv/L)\,e^{-t/\tau}$, and it ends at the transit time $L/v$. Its integral is $qN(v\tau/L)(1-e^{-L/(v\tau)})$.

For $\lambda\ll L$ the exponential vanishes and $\eta\to\lambda/L$: nearly every carrier is trapped after a mean path $\lambda$. For $\lambda\gg L$, put $y=L/\lambda$ and expand:

$$\eta=\frac{1-e^{-y}}{y}=1-\frac y2+\dots=1-\frac{L}{2\lambda}+\dots$$

To leading order a fraction $L/\lambda$ is trapped, at places spread evenly over the film, and each trapped carrier loses half its contribution on average.

### (c) Drift length equal to thickness

For $\lambda=L$,

$$\eta=1-e^{-1}=0.632=63.2\%.$$

The arriving fraction is $S(L)=e^{-1}$, and each arrival contributes fully, which gives 36.8%. The trapped carriers supply the rest:

$$\frac1L\int_0^L x\,\frac{e^{-x/L}}{L}\,dx=1-\frac2e=26.4\%.$$

The mean path inside this film is $\eta L=0.632L$, shorter than $\lambda$ because the collector cuts off the long paths.

The trapped fraction is $1-e^{-L/\lambda}$, which for $\lambda=L$ is also 63.2%. The two quantities differ in general, since $\eta$ is $\lambda/L$ times the trapped fraction. For $\lambda=2L$ the efficiency is 78.7%, while 39.3% of the carriers are trapped. A measured circuit charge is thus not a direct count of the charge stored in a film.

To see whether another drift length gives the same efficiency, write $u=\lambda/L$ and differentiate $\eta=u-ue^{-1/u}$:

$$\frac{d\eta}{du}=1-e^{-1/u}-u\,e^{-1/u}\frac1{u^2}=1-\left(1+\frac1u\right)e^{-1/u}.$$

Since $e^{z}>1+z$ for $z>0$, this is positive for every $u>0$. The efficiency rises steadily, and within this model $1-1/e$ occurs only at $\lambda=L$.

### (d) The diamond film

The electrons are created near the negative electrode by light with photon energy above the gap. The field, velocity and drift length are

$$E=\frac{10\ \text{V}}{0.01\ \text{cm}}=1\ \text{kV/cm},\qquad v=1000\times1000=10^6\ \text{cm/s},$$

$$\lambda=10^6\ \text{cm/s}\times10^{-8}\ \text{s}=0.01\ \text{cm}=100\ \text{µm}.$$

So $\lambda=L$, and the transit time is 10 ns. The electrons carry a charge of magnitude 16.0 fC, of which $0.632\times16.0=10.1$ fC passes through the circuit.

Now change the voltage with $\mu$, $\tau$ and $L$ fixed. The last column replaces the velocity by $v=\mu E/(1+\mu E/v_s)$, a simple saturation law with a rough $v_s=10^7$ cm/s.

| $V$ (V) | $\lambda=\mu\tau E$ (µm) | $\eta$ (%) | $\eta$, saturating (%) |
|---|---|---|---|
| 2.5 | 25 | 24.5 | 24.0 |
| 5 | 50 | 43.2 | 41.8 |
| 10 | 100 | 63.2 | 60.6 |
| 20 | 200 | 78.7 | 75.2 |

At 10 V, saturation shortens $\lambda$ to 91 µm and costs 2.6 percentage points.

**Return to the starting contact.** Light creates the electrons at a mean depth $\delta$, here taken as 3 µm, and some diffuse back. Let $p(z)$ be the probability that an electron starting at depth $z$ returns to a perfectly absorbing contact. With trapping neglected over this short distance, $p$ keeps its mean value during a small step, so

$$Dp''+vp'=0,\quad p(0)=1,\quad p(\infty)=0\quad\Rightarrow\quad p=e^{-vz/D}.$$

The Einstein relation $D=\mu k_BT/e$ gives $D/v=k_BT/(eE)=0.26$ µm. Averaging over an exponential absorption profile yields

$$\int_0^\infty e^{-vz/D}\,\frac{e^{-z/\delta}}{\delta}\,dz=\frac1{1+v\delta/D}=7.9\%.$$

An electron and a hole that both end at this contact add no net charge to the circuit. A fraction $1-0.079=0.921$ of the electrons remains. Taken alone, this loss lowers the efficiency to $0.921\times63.2\%=58.2\%$; the change of the drift paths by the starting depth is left out here and estimated in Variation 2. The two effects come from the same depth $\delta$ and act together: the gain of about 2 points from the depth and the loss of $0.079\times63.2\approx5$ points from return leave about 60%. A lower voltage increases $D/v$ and hence this loss, to about 15% of the electrons at 5 V and about 25% at 2.5 V; the table above does not include it.

**Smaller effects.** Diffusion in the bulk changes the decay length of the carriers. A steady profile $e^{-kx}$ obeys $Dk^2+vk=1/\tau$, so $k\approx(1/\lambda)[1-D/(v\lambda)]$, a relative change of 0.26%. The field step of the electron sheet, $\sigma/\varepsilon$ with a relative permittivity of 5.7, is 0.32% of the applied field. It is small for one pulse, but trapped charge left by hundreds of pulses could distort the field strongly.

**Release.** With an assumed attempt rate $\nu=10^{12}$ s⁻¹, a trap of depth $E_t$ releases its carrier at the rate $\nu e^{-E_t/k_BT}$. For 1% release within a measurement of $t_m=1$ µs,

$$E_t=k_BT\ln\frac{\nu t_m}{0.01}=0.48\ \text{eV}.$$

Shallower traps release more, and the released carriers move on and raise the collected charge. If the release times are spread widely around the measurement time, some carriers are freed within it and others are not. The collected charge then depends on the duration of the measurement, and the formula with permanent capture no longer describes it.

**The real case.** The values of $\mu$ and $\tau$ are round numbers chosen to give $\lambda=L$ at 10 V, not data for a particular film; film quality changes both greatly. At ten times the field, 10 kV/cm, $\mu E$ would equal the assumed $v_s$, and the saturation law would halve the velocity. Breakdown is remote: the field in the example is $2\times10^{-4}$ of a rough 5 MV/cm. Polycrystalline films also break the assumption of a uniform $\lambda$, because their grains widen from the nucleation side to the growth side. The first variation illustrates the consequence with an assumed profile, not one measured on a film.

## Variation 1: a drift length that changes across the film

Let $s=x/L$ and let the local drift length rise as $\lambda(s)=L(\tfrac12+s)$, from 50 to 150 µm, with mean value $L$. Capture now obeys $dS/ds=-S\,L/\lambda(s)$, so

$$S=\exp\left(-\int_0^s\frac{ds'}{\frac12+s'}\right)=\frac{\frac12}{\frac12+s},\qquad \eta=\int_0^1S\,ds=\tfrac12\ln3=54.9\%.$$

If the electrons start from the other face, $\lambda=L(\tfrac32-s)$, and

$$S=\frac{\frac32-s}{\frac32}=1-\frac{2s}3,\qquad \eta=1-\frac13=66.7\%.$$

In both directions $S(1)=1/3$, so equally many electrons arrive. The efficiencies differ because trapping near the start wastes more of the path. For this assumed profile the change from 63.2% is −8.3 or +3.5 percentage points, and the first exceeds the other corrections estimated at 10 V. Its size depends strongly on the profile: a linear rise from 10 to 190 µm, with the same mean, gives 33.8% from the poor side and about 67% from the good side.

## Variation 2: creation at a finite depth

Let all pairs be created at depth $z_0$, and neglect diffusion again. An electron has the distance $L-z_0$ ahead of it. The hole moves the other way with the opposite charge, so its contribution has the same sign; if it reaches its electrode untrapped, it adds $z_0/L$. Therefore

$$\eta=\frac{z_0}{L}+\frac{\lambda}{L}\left(1-e^{-(L-z_0)/\lambda}\right).$$

For $z_0=3$ µm and $\lambda=L=100$ µm,

$$\eta=0.03+1-e^{-0.97}=65.1\%.$$

The efficiency rises because the first 3% of the thickness is now covered by holes that are assumed to escape trapping. If they were trapped at once, the term $z_0/L$ would vanish and the efficiency would fall below 63.2%.

Numbers in the example were calculated in double precision.
